# Energy barrier that maximizes the power factor at fixed Fermi level: test program

```python
"""
Result under test: a parabolic band has transport distribution C*E**s, with
s = r + 3/2 and relaxation time ~ E**r. All carriers below a barrier E_b are
removed. At fixed Fermi level mu the power factor S^2*sigma is largest when
    E_b - mu = (mean of E - mu over the conducting carriers) / 2,
or at E_b = 0 if mu/kT lies below a threshold.
Symbols: eta = mu/kT, b = E_b/kT, y = b - eta, P_k(y) = -Li_k(-exp(-y)).
Numerical units: eV and angstrom, hbar = e = 1; S in kB/e,
sigma in e^2/(hbar angstrom), power factor in kB^2/(hbar angstrom).
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e20   # eV angstrom^2
TEMPERATURE = 300.0                                       # K
KT = const.k * TEMPERATURE / const.e                      # eV
PATH_REF = 100.0                                          # angstrom
E_REF = 0.1                                               # eV
MU = 0.05                                                 # eV
SEEBECK_UNIT = const.k / const.e * 1e6                    # microvolt/K
PF_UNIT = const.k**2 / (const.hbar * 1e-10) * 1e3         # mW/(m K^2)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)
COS, COS_WEIGHTS = np.polynomial.legendre.leggauss(4)


def boltzmann(r, mu, barrier):
    """sigma, S and power factor from the k-space integral."""
    e_low = max(barrier, mu - 40 * KT, 0.0)
    e_high = max(mu, barrier, 0.0) + 40 * KT
    k_low, k_high = np.sqrt(2 * np.array([e_low, e_high]) / HBAR2_OVER_M)
    k = 0.5 * (k_high - k_low) * NODES + 0.5 * (k_high + k_low)
    dk = 0.5 * (k_high - k_low) * WEIGHTS
    energy = 0.5 * HBAR2_OVER_M * k**2
    speed = HBAR2_OVER_M * k
    tau_ref = PATH_REF / math.sqrt(2 * HBAR2_OVER_M * E_REF)
    tau = tau_ref * (energy / E_REF)**r
    window = 1 / (4 * KT * np.cosh((energy - mu) / (2 * KT))**2)
    vx_squared = np.sum(COS_WEIGHTS * (speed[:, None] * COS)**2, axis=1)
    integrand = (2 / (2 * np.pi)**3 * 2 * np.pi * k**2 * dk
                 * vx_squared * tau * window)
    sigma = np.sum(integrand)
    seebeck = -np.sum(integrand * (energy - mu)) / (KT * sigma)
    return sigma, seebeck, seebeck**2 * sigma


def direct_optimum(r, mu):
    """Numerical maximization over the barrier, no stationarity condition."""
    grid = np.linspace(0, max(mu, 0) + 8 * KT, 400)
    values = [boltzmann(r, mu, e)[2] for e in grid]
    i = int(np.argmax(values))
    if i == 0:
        return 0.0
    assert i < len(grid) - 1
    found = minimize_scalar(
        lambda e: -boltzmann(r, mu, e)[2] / values[i],
        bounds=(grid[i - 1], grid[i + 1]), method="bounded",
        options={"xatol": 1e-10})
    return found.x


def P(k, y):
    if k == 0:
        return 1 / (math.exp(y) + 1)
    if k == 1:
        return math.log1p(math.exp(-y))
    return float(mp.re(-mp.polylog(k, -mp.exp(-y))))


def K(n, b, eta):
    """Closed form of the integral of x^n w(x - eta) from b to infinity."""
    return sum(math.factorial(n) / math.factorial(n - k) * b**(n - k)
               * P(k, b - eta) for k in range(n + 1))


def stationarity(s, b, eta):
    y = b - eta
    p = [P(k, y) for k in range(s + 2)]
    if s == 1:
        return b * (p[1] - y * p[0]) + 2 * p[2] - y * p[1]
    return (b**3 * (p[1] - y * p[0]) + b**2 * (6 * p[2] - 3 * y * p[1])
            + b * (18 * p[3] - 6 * y * p[2]) + 24 * p[4] - 6 * y * p[3])


def closed_optimum(s, eta):
    """Optimal b from the polylogarithm equation."""
    low = max(eta, 0.0)
    if stationarity(s, low, eta) <= 0:
        return 0.0
    return brentq(lambda b: stationarity(s, b, eta), low, low + 10,
                  xtol=1e-12)


CASES = [(-0.5, 1), (1.5, 3)]

# Closed integrals against adaptive quadrature
for b, eta in [(3.3, 1.9), (0.5, 1.9), (0.7, -1.2)]:
    for n in range(1, 5):
        numeric = quad(lambda x: x**n / (4 * math.cosh((x - eta) / 2)**2),
                       b, 60, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
        assert abs(K(n, b, eta) / numeric - 1) < 1e-8

# Common degenerate limit of (E_b - mu)/kT
y_limit = brentq(lambda y: math.log1p(math.exp(-y)) - y / (math.exp(y) + 1),
                 0.1, 5)
excess = {}
for r, s in CASES:
    for eta in (200.0, 400.0):
        excess[s, eta] = closed_optimum(s, eta) - eta - y_limit
    direct = direct_optimum(r, 200 * KT) / KT
    assert abs(direct - 200 - y_limit - excess[s, 200.0]) < 1e-4
    assert abs(excess[s, 200.0] / excess[s, 400.0] - 2) < 0.05
assert abs(excess[3, 400.0] / excess[1, 400.0] - 3) < 0.1

# Threshold Fermi level, checked by direct maximization on both sides
threshold = {}
for r, s in CASES:
    root = brentq(lambda y: (s + 1) * P(s + 1, y) - y * P(s, y), 0.5, 9)
    threshold[s] = -root
    assert direct_optimum(r, (threshold[s] - 0.5) * KT) == 0.0
    above = threshold[s] + 0.5
    b_above = closed_optimum(s, above)
    assert b_above > 0.05
    assert abs(direct_optimum(r, above * KT) / KT - b_above) < 1e-3

# Mean energy rises no faster than the barrier; it stays positive
for r, s in CASES:
    for mu in (-0.05, 0.05, 0.2):
        cuts = np.linspace(0, max(mu, 0) + 8 * KT, 120)
        mean = np.array([-boltzmann(r, mu, e)[1] * KT for e in cuts])
        slope = np.diff(mean) / np.diff(cuts)
        assert mean.min() > 0
        assert slope.min() > -1e-8 and slope.max() < 1 + 1e-8

# Optimum over several Fermi levels
table = []
for mu in (-0.05, 0.0, 0.05, 0.10, 0.20):
    row = [mu]
    for r, s in CASES:
        b = closed_optimum(s, mu / KT)
        e_opt = direct_optimum(r, mu)
        assert abs(e_opt / KT - b) < 1e-3
        sigma, seebeck, pf = boltzmann(r, mu, b * KT)
        assert abs(seebeck + 2 * (b - mu / KT)) < 1e-7
        assert b - mu / KT > y_limit
        row += [b * KT, pf / boltzmann(r, mu, 0.0)[2]]
    assert row[3] > row[1]
    table.append(row)

print(f"hbar^2/m_e = {HBAR2_OVER_M:.5f} eV angstrom^2")
print(f"temperature = {TEMPERATURE:.0f} K, kT = {KT:.6f} eV")
print(f"Fermi level = {MU:.3f} eV, eta = {MU / KT:.4f}")
print(f"mean free path = {PATH_REF:.0f} angstrom at E = {E_REF:.1f} eV")
print(f"unit kB/e = {SEEBECK_UNIT:.4f} microvolt/K")
print(f"unit kB^2/(hbar angstrom) = {PF_UNIT:.4f} mW/(m K^2)")
print(f"degenerate limit of (E_b-mu)/kT = {y_limit:.5f}")
print(f"degenerate limit of |S| = {2 * y_limit:.5f} kB/e"
      f" = {2 * y_limit * SEEBECK_UNIT:.2f} microvolt/K")

gains = []
for r, s in CASES:
    eta = MU / KT
    b = closed_optimum(s, eta)
    y = b - eta
    prefactor = (2 * PATH_REF
                 / (3 * math.pi**2 * HBAR2_OVER_M * E_REF**(s - 1)))
    sigma_closed = prefactor * KT**s * K(s, b, eta)
    sigma0, seebeck0, pf0 = boltzmann(r, MU, 0.0)
    sigma, seebeck, pf = boltzmann(r, MU, b * KT)
    assert abs(sigma_closed / sigma - 1) < 1e-8
    assert abs(4 * y**2 * sigma_closed / pf - 1) < 1e-7
    gains.append(pf / pf0)
    low = boltzmann(r, MU, b * KT - 0.01)[2] / pf
    high = boltzmann(r, MU, b * KT + 0.01)[2] / pf
    assert low < 1 and high < 1
    print(f"--- r = {r:+.1f}, s = {s}")
    print(f"threshold eta = {threshold[s]:.4f},"
          f" threshold mu = {threshold[s] * KT:.5f} eV")
    print(f"prefactor C = {prefactor:.5f} 1/(angstrom eV^{s})")
    print(f"optimal b = {b:.5f}, y = {y:.5f}")
    print("P_0.. at optimum = "
          + ", ".join(f"{P(k, y):.6f}" for k in range(s + 2)))
    print(f"K_s = {K(s, b, eta):.5f}, K_(s+1) = {K(s + 1, b, eta):.5f}")
    print(f"optimal barrier E_b = {b * KT:.5f} eV")
    print(f"direct numerical maximum at {direct_optimum(r, MU):.5f} eV")
    print(f"E_b - mu = {y * KT:.5f} eV, mean E - mu ="
          f" {-seebeck * KT:.5f} eV")
    print(f"sigma: no barrier {sigma0:.6f}, optimum {sigma:.6f}"
          " e^2/(hbar angstrom)")
    print(f"sigma ratio optimum/no barrier = {sigma / sigma0:.4f}")
    print(f"S: no barrier {seebeck0:.4f}, optimum {seebeck:.4f} kB/e")
    print(f"S: no barrier {seebeck0 * SEEBECK_UNIT:.2f},"
          f" optimum {seebeck * SEEBECK_UNIT:.2f} microvolt/K")
    print(f"power factor: no barrier {pf0:.5f}, optimum {pf:.5f}"
          " kB^2/(hbar angstrom)")
    print(f"power factor: no barrier {pf0 * PF_UNIT:.3f},"
          f" optimum {pf * PF_UNIT:.3f} mW/(m K^2)")
    print(f"power factor gain = {pf / pf0:.4f}")
    print(f"fraction kept, barrier 0.01 eV low {low:.4f}, high {high:.4f}")
assert gains[0] > gains[1] > 1

print("--- mu (eV); r=-1/2: E_b (eV), gain; r=3/2: E_b (eV), gain")
for row in table:
    print(f"{row[0]:+.2f}; {row[1]:.5f}, {row[2]:.5f};"
          f" {row[3]:.5f}, {row[4]:.5f}")
print("success")
```

Printed output:

```
hbar^2/m_e = 7.61996 eV angstrom^2
temperature = 300 K, kT = 0.025852 eV
Fermi level = 0.050 eV, eta = 1.9341
mean free path = 100 angstrom at E = 0.1 eV
unit kB/e = 86.1733 microvolt/K
unit kB^2/(hbar angstrom) = 18.0755 mW/(m K^2)
degenerate limit of (E_b-mu)/kT = 1.14455
degenerate limit of |S| = 2.28911 kB/e = 197.26 microvolt/K
--- r = -0.5, s = 1
threshold eta = -2.0607, threshold mu = -0.05327 eV
prefactor C = 0.88645 1/(angstrom eV^1)
optimal b = 3.30396, y = 1.36988
P_0.. at optimum = 0.202640, 0.226449, 0.239591
K_s = 0.89596, K_(s+1) = 4.18759
optimal barrier E_b = 0.08541 eV
direct numerical maximum at 0.08541 eV
E_b - mu = 0.03541 eV, mean E - mu = 0.07083 eV
sigma: no barrier 0.047417, optimum 0.020532 e^2/(hbar angstrom)
sigma ratio optimum/no barrier = 0.4330
S: no barrier -1.3288, optimum -2.7398 kB/e
S: no barrier -114.51, optimum -236.09 microvolt/K
power factor: no barrier 0.08373, optimum 0.15412 kB^2/(hbar angstrom)
power factor: no barrier 1.513, optimum 2.786 mW/(m K^2)
power factor gain = 1.8408
fraction kept, barrier 0.01 eV low 0.9808, high 0.9813
--- r = +1.5, s = 3
threshold eta = -4.0045, threshold mu = -0.10353 eV
prefactor C = 88.64537 1/(angstrom eV^3)
optimal b = 3.86392, y = 1.92983
P_0.. at optimum = 0.126769, 0.135555, 0.140218, 0.142645, 0.143891
K_s = 17.49112, K_(s+1) = 101.33921
optimal barrier E_b = 0.09989 eV
direct numerical maximum at 0.09989 eV
E_b - mu = 0.04989 eV, mean E - mu = 0.09978 eV
sigma: no barrier 0.041622, optimum 0.026789 e^2/(hbar angstrom)
sigma ratio optimum/no barrier = 0.6436
S: no barrier -2.8441, optimum -3.8597 kB/e
S: no barrier -245.08, optimum -332.60 microvolt/K
power factor: no barrier 0.33666, optimum 0.39908 kB^2/(hbar angstrom)
power factor: no barrier 6.085, optimum 7.214 mW/(m K^2)
power factor gain = 1.1854
fraction kept, barrier 0.01 eV low 0.9913, high 0.9906
--- mu (eV); r=-1/2: E_b (eV), gain; r=3/2: E_b (eV), gain
-0.05; 0.00179, 1.00002; 0.02810, 1.00172
+0.00; 0.03934, 1.11554; 0.06042, 1.03672
+0.05; 0.08541, 1.84079; 0.09989, 1.18538
+0.10; 0.13369, 3.54037; 0.14401, 1.48376
+0.20; 0.23215, 10.03513; 0.23835, 2.46753
success
```
